**Variational cluster grand potential: pole sums against imaginary-axis integration**

The program evaluates the zero-temperature grand potential as the cluster value plus the sum of negative lattice poles, averaged over k, minus the sum of negative cluster poles. Lattice poles are eigenvalues of Λ + Q†V(k)Q, where Λ holds the cluster poles, Q their Lehmann amplitudes, and V(k) the lattice minus cluster one-body matrix. It asserts agreement with the exact free-lattice value at U = 0 and with an imaginary-axis integral whose Green function comes from many-body linear solves. It also asserts the amplitude sum rule, the determinant identity at a complex frequency, the harmless removal of zero amplitudes, and the predicted quadrature error rate. For the square lattice at U = 8t with 2×2 clusters, the output gives a stationary staggered field of 0.1955t and a gain of 0.0485t per site over zero field. Sixteen frequency nodes reach rounding accuracy in the insulator, while the metal, with a lattice pole at 0.027t, needs about 64 nodes for an error near 10⁻¹²t. In the recorded run, 16-node integration took 10.7 ms and the pole route 34.9 ms for the insulator; these times depend on the machine and implementation.

## Numerical verification

```python
"""
Result under test: the zero-temperature variational cluster grand potential is
  Omega = Omega_cluster + sum_spin { mean_k sum(negative lattice poles)
                                     - sum(negative cluster poles) },
where lattice poles are eigenvalues of Lambda + Q^dagger V(k) Q.
Lambda: cluster poles; Q: Lehmann amplitudes; V(k): lattice minus cluster
one-body matrix. The independent road integrates ln|det(1 - V G)| on the
imaginary axis, with G from linear solves in the many-body space.
Model: square-lattice Hubbard model, 2x2 clusters; energy unit: hopping t.
"""
import time
import numpy as np
from scipy.optimize import minimize_scalar

SITES = 4
U_INT = 8.0
SCALE = 3.0
STAGGER = np.array([1.0, -1.0, -1.0, 1.0])
BONDS = [(0, 1), (2, 3), (0, 2), (1, 3)]


def build_annihilators():
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    ops = []
    for mode in range(2 * SITES):
        op = np.eye(1)
        for m in range(2 * SITES):
            factor = parity if m < mode else lower if m == mode else np.eye(2)
            op = np.kron(op, factor)
        ops.append(op)
    return [ops[:SITES], ops[SITES:]]


C = build_annihilators()
DENS = np.array([[np.diag(c.T @ c) for c in row] for row in C])
HOP = np.zeros((256, 256))
for spin in range(2):
    for i, j in BONDS:
        term = C[spin][i].T @ C[spin][j]
        HOP -= term + term.T
COUNTS = np.rint(DENS.sum(axis=1)).astype(int)
SECTORS = {(a, b): np.where((COUNTS[0] == a) & (COUNTS[1] == b))[0]
           for a in range(5) for b in range(5)}


def diagonalize(U, mu, h, shift):
    diagonal = U * (DENS[0] * DENS[1]).sum(axis=0)
    for s, sign in enumerate((1, -1)):
        diagonal = diagonal + (shift - mu + sign * h * STAGGER) @ DENS[s]
    H = HOP + np.diag(diagonal)
    return H, {q: np.linalg.eigh(H[np.ix_(ix, ix)])
               for q, ix in SECTORS.items()}


def solve_cluster(U, mu, h=0.0, shift=0.0, prune=True):
    H, eig = diagonalize(U, mu, h, shift)
    levels = np.sort(np.concatenate([e for e, _ in eig.values()]))
    assert levels[1] - levels[0] > 1e-6, "degenerate cluster ground state"
    q0 = min(eig, key=lambda q: eig[q][0][0])
    E0, psi, ix0 = eig[q0][0][0], eig[q0][1][:, 0], SECTORS[q0]
    spins = []
    for s in range(2):
        qp = (q0[0] + (s == 0), q0[1] + (s == 1))
        qm = (q0[0] - (s == 0), q0[1] - (s == 1))
        ip, im = SECTORS[qp], SECTORS[qm]
        add = np.array([c[np.ix_(ix0, ip)].T @ psi for c in C[s]])
        rem = np.array([c[np.ix_(im, ix0)] @ psi for c in C[s]])
        Q = np.hstack([add @ eig[qp][1], rem @ eig[qm][1]])
        poles = np.concatenate([eig[qp][0] - E0, E0 - eig[qm][0]])
        if prune:
            keep = np.linalg.norm(Q, axis=0) > 1e-9
            Q, poles = Q[:, keep], poles[keep]
        Hp = H[np.ix_(ip, ip)] - E0 * np.eye(len(ip))
        Hm = H[np.ix_(im, im)] - E0 * np.eye(len(im))
        spins.append(dict(Q=Q, poles=poles, add=add, rem=rem, Hp=Hp, Hm=Hm))
    return dict(E0=E0, N=sum(q0), spins=spins, h=h, shift=shift)


def k_grid(n):
    k = (np.arange(n) + 0.5) * np.pi / n - np.pi / 2
    kx, ky = np.meshgrid(k, k, indexing="ij")
    return np.column_stack([kx.ravel(), ky.ravel()])


def coupling(ks, sol, s):
    V = np.zeros((len(ks), SITES, SITES), complex)
    for b, (i, j) in enumerate(BONDS):
        phase = np.exp(-2j * ks[:, 0 if b < 2 else 1])
        V[:, i, j] -= phase
        V[:, j, i] -= phase.conj()
    sign = 1 if s == 0 else -1
    return V - np.diag(sol["shift"] + sign * sol["h"] * STAGGER)


def lattice_poles(part, V):
    Q = part["Q"]
    return np.linalg.eigvalsh(np.diag(part["poles"]) + Q.T @ V @ Q)


def omega_poles(sol, ks):
    total = sol["E0"]
    for s, part in enumerate(sol["spins"]):
        w = lattice_poles(part, coupling(ks, sol, s))
        total += np.minimum(w, 0).sum() / len(ks)
        total -= np.minimum(part["poles"], 0).sum()
    return total / SITES


def green_by_solves(part, z):
    z = np.asarray(z)[:, None, None]
    G = 0
    for H, vec, sign in ((part["Hp"], part["add"], -1),
                         (part["Hm"], part["rem"], 1)):
        A = z * np.eye(len(H)) + sign * H
        G = G + vec @ np.linalg.solve(A, vec.T[None].astype(complex))
    return G


def mapped_nodes(n, scale):
    x, w = np.polynomial.legendre.leggauss(n)
    return scale * (1 + x) / (1 - x), w * 2 * scale / (1 - x) ** 2


def omega_axis(sol, ks, n):
    freq, weight = mapped_nodes(n, SCALE)
    total = sol["E0"]
    for s, part in enumerate(sol["spins"]):
        V = coupling(ks, sol, s)
        G = green_by_solves(part, 1j * freq)
        det = np.linalg.det(np.eye(SITES) - V[:, None] @ G[None])
        total -= weight @ np.log(np.abs(det)).mean(axis=0) / np.pi
        total += 0.5 * np.trace(V, axis1=1, axis2=2).real.mean()
    return total / SITES


def ellipse_rho(eps, scale):
    b = (scale + eps) / np.sqrt(scale ** 2 + eps ** 2)
    return b + np.sqrt(np.maximum(b * b - 1, 0))


def best_time(func, repeats=3):
    times = []
    for _ in range(repeats):
        start = time.perf_counter()
        func()
        times.append(time.perf_counter() - start)
    return 1e3 * min(times)


ks = k_grid(12)
fine = k_grid(24)

# Free electrons: the result must equal the exact lattice value for any field.
mu_free = -0.3
free = solve_cluster(0.0, mu_free, h=0.4)
exact_free = 0.0
for gx in (0, np.pi):
    for gy in (0, np.pi):
        band = -2 * (np.cos(ks[:, 0] + gx) + np.cos(ks[:, 1] + gy)) - mu_free
        exact_free += 2 * np.minimum(band, 0).mean() / SITES
value_free = omega_poles(free, ks)
assert abs(value_free - exact_free) < 1e-10

# Interacting cluster with a uniform shift, so that the trace of V is nonzero.
shifted = solve_cluster(U_INT, U_INT / 2, h=0.2, shift=0.3)
shift_poles = omega_poles(shifted, ks)
shift_axis = omega_axis(shifted, ks, 128)
assert abs(shift_poles - shift_axis) < 1e-9
unpruned = solve_cluster(U_INT, U_INT / 2, h=0.2, shift=0.3, prune=False)
assert abs(omega_poles(unpruned, ks) - shift_poles) < 1e-10
z_test = 0.7 + 1.3j
for s, part in enumerate(shifted["spins"]):
    assert np.allclose(part["Q"] @ part["Q"].T, np.eye(SITES), atol=1e-10)
    V = coupling(ks[:5], shifted, s)
    G = green_by_solves(part, [z_test])[0]
    left = np.linalg.det(np.eye(SITES) - V @ G)
    right = np.prod((z_test - lattice_poles(part, V))
                    / (z_test - part["poles"]), axis=1)
    assert np.allclose(left, right, rtol=1e-9, atol=1e-10)

# Quadrature error rate on an integral known in closed form.
rate_rows = []
for eps, n1, n2 in ((0.05, 16, 32), (0.01, 32, 56)):
    a = np.array([eps, 3.0, 1.0 + eps, 2.0])
    sign = np.array([1.0, 1.0, -1.0, -1.0])
    exact = -1j * np.sum(sign * a * np.log(a))
    errors = []
    for n in (n1, n2):
        freq, weight = mapped_nodes(n, 1.0)
        r = a[:, None] / freq
        f = sign @ (0.5 * np.log1p(r * r) + 1j * np.arctan(r))
        errors.append(abs(weight @ f - exact))
    ratio = (2 * n1 + 1) * errors[0] / ((2 * n2 + 1) * errors[1])
    measured = np.log(ratio) / (n2 - n1)
    predicted = 2 * np.log(ellipse_rho(eps, 1.0))
    assert abs(measured / predicted - 1) < 0.03
    rate_rows.append((eps, measured, predicted))

# Antiferromagnetic insulator: stationary staggered field.
def omega_field(h):
    return omega_poles(solve_cluster(U_INT, U_INT / 2, h), ks)


search = minimize_scalar(omega_field, bounds=(0.02, 0.8), method="bounded",
                         options={"xatol": 1e-6})
h_best = search.x
assert 0.03 < h_best < 0.79
insulator = solve_cluster(U_INT, U_INT / 2, h_best)
omega_ins = omega_poles(insulator, ks)
omega_zero = omega_field(0.0)
assert omega_ins < omega_zero
axis_best = omega_axis(insulator, ks, 64)
for dh in (-0.02, 0.02):
    neighbour = solve_cluster(U_INT, U_INT / 2, h_best + dh)
    assert omega_axis(neighbour, ks, 64) > axis_best
slope = (omega_field(h_best + 1e-3) - omega_field(h_best - 1e-3)) / 2e-3
assert abs(slope) < 1e-5

# Metal: two electrons in the cluster.
_, eig_bare = diagonalize(U_INT, 0.0, 0.0, 0.0)
E_N = [min(e[0] for q, (e, _) in eig_bare.items() if sum(q) == N)
       for N in range(9)]
removal, addition = E_N[2] - E_N[1], E_N[3] - E_N[2]
mu_metal = 0.5 * (removal + addition)
metal = solve_cluster(U_INT, mu_metal)
assert metal["N"] == 2 and insulator["N"] == 4
omega_metal = omega_poles(metal, ks)


def spectrum(sol):
    return [lattice_poles(p, coupling(ks, sol, s))
            for s, p in enumerate(sol["spins"])]


w_ins, w_met = spectrum(insulator), spectrum(metal)
occ_ins = (w_ins[0] < 0).sum(axis=1)
occ_met = (w_met[0] < 0).sum(axis=1)
assert occ_ins.min() == occ_ins.max()
assert occ_met.min() < occ_met.max()
near_ins = min(np.abs(w).min() for w in w_ins)
near_met = min(np.abs(w).min() for w in w_met)
assert near_met < near_ins

node_list = (4, 8, 16, 32, 64, 128, 256)
err_ins = [abs(omega_axis(insulator, ks, n) - omega_ins) for n in node_list]
err_met = [abs(omega_axis(metal, ks, n) - omega_metal) for n in node_list]
assert err_ins[-1] < 1e-9
assert err_met[-1] < 1e-6  # a pole near zero may leave algebraic convergence
assert err_met[3] > err_ins[3]

grid_ins = abs(omega_poles(insulator, fine) - omega_ins)
grid_met = abs(omega_poles(metal, fine) - omega_metal)
n_poles = len(insulator["spins"][0]["poles"])
time_poles = best_time(lambda: omega_poles(insulator, ks))
time_axis = {n: best_time(lambda: omega_axis(insulator, ks, n))
             for n in (16, 64, 256)}

print("energy unit: hopping t; Omega values are per site")
print(f"U = {U_INT:.1f} t; cluster sites L = {SITES}")
print(f"k points: {len(ks)}; finer grid: {len(fine)}")
print(f"frequency map scale s = {SCALE:.1f} t")
print(f"U=0 test: mu = {mu_free:.1f} t, h = {free['h']:.1f} t")
print(f"U=0 Omega, poles = {value_free:.10f} t")
print(f"U=0 Omega, exact bands = {exact_free:.10f} t")
print(f"shift test: h = {shifted['h']:.1f} t, shift = {shifted['shift']:.1f} t")
print(f"shift test Omega, poles = {shift_poles:.10f} t")
print(f"shift test Omega, 128 nodes = {shift_axis:.10f} t")
for eps, measured, predicted in rate_rows:
    print(f"eps/s={eps:.2f}: error rate per node {measured:.4f}, "
          f"predicted {predicted:.4f}")
print(f"insulator: mu = {U_INT / 2:.1f} t")
print(f"insulator: stationary h = {h_best:.4f} t")
print(f"insulator: cluster energy E0-mu*N = {insulator['E0']:.8f} t")
print(f"insulator: Omega at h=0 = {omega_zero:.8f} t")
print(f"insulator: Omega at stationary h = {omega_ins:.8f} t")
print(f"insulator: gain over h=0 = {omega_zero - omega_ins:.8f} t")
print(f"insulator: nearest lattice pole |omega| = {near_ins:.5f} t")
print(f"metal: removal threshold = {removal:.6f} t")
print(f"metal: addition threshold = {addition:.6f} t")
print(f"metal: mu = {mu_metal:.6f} t")
print(f"metal: cluster energy E0-mu*N = {metal['E0']:.8f} t")
print(f"metal: Omega = {omega_metal:.8f} t")
print(f"metal: nearest lattice pole |omega| = {near_met:.5f} t")
print(f"metal: occupied poles per k and spin: {occ_met.min()} to {occ_met.max()}")
for n, ei, em in zip(node_list, err_ins, err_met):
    print(f"n={n:3d}: axis error insulator {ei:.1e} t, metal {em:.1e} t")
print(f"k-grid change: insulator {grid_ins:.1e} t, metal {grid_met:.1e} t")
print(f"retained poles per spin, insulator: M = {n_poles}")
print(f"retained poles per spin, metal: M = {len(metal['spins'][0]['poles'])}")
print(f"operation scale M^3 = {n_poles ** 3}")
for n, elapsed in time_axis.items():
    print(f"n={n}: scale n*L^3 = {n * SITES ** 3}, axis time {elapsed:.1f} ms")
print(f"pole-route time, same k grid = {time_poles:.1f} ms")
print("tests ok")
```

Printed output:

```
energy unit: hopping t; Omega values are per site
U = 8.0 t; cluster sites L = 4
k points: 144; finer grid: 576
frequency map scale s = 3.0 t
U=0 test: mu = -0.3 t, h = 0.4 t
U=0 Omega, poles = -1.3471430424 t
U=0 Omega, exact bands = -1.3471430424 t
shift test: h = 0.2 t, shift = 0.3 t
shift test Omega, poles = -4.4935558931 t
shift test Omega, 128 nodes = -4.4935558931 t
eps/s=0.05: error rate per node 0.6220, predicted 0.6216
eps/s=0.01: error rate per node 0.2823, predicted 0.2819
insulator: mu = 4.0 t
insulator: stationary h = 0.1955 t
insulator: cluster energy E0-mu*N = -17.82153377 t
insulator: Omega at h=0 = -4.44441204 t
insulator: Omega at stationary h = -4.49291121 t
insulator: gain over h=0 = 0.04849917 t
insulator: nearest lattice pole |omega| = 2.86296 t
metal: removal threshold = -1.207751 t
metal: addition threshold = 0.883196 t
metal: mu = -0.162278 t
metal: cluster energy E0-mu*N = -2.88319562 t
metal: Omega = -0.96231335 t
metal: nearest lattice pole |omega| = 0.02738 t
metal: occupied poles per k and spin: 3 to 5
n=  4: axis error insulator 2.3e-04 t, metal 1.9e-04 t
n=  8: axis error insulator 1.5e-07 t, metal 7.7e-05 t
n= 16: axis error insulator 2.2e-13 t, metal 7.8e-06 t
n= 32: axis error insulator 8.9e-14 t, metal 2.4e-08 t
n= 64: axis error insulator 1.3e-13 t, metal 1.9e-12 t
n=128: axis error insulator 1.3e-13 t, metal 5.5e-13 t
n=256: axis error insulator 3.6e-12 t, metal 2.3e-12 t
k-grid change: insulator 0.0e+00 t, metal 9.2e-04 t
retained poles per spin, insulator: M = 32
retained poles per spin, metal: M = 24
operation scale M^3 = 32768
n=16: scale n*L^3 = 1024, axis time 10.7 ms
n=64: scale n*L^3 = 4096, axis time 35.0 ms
n=256: scale n*L^3 = 16384, axis time 132.3 ms
pole-route time, same k grid = 34.9 ms
tests ok
```
